**Memory factor of an alternating deposition cycle**

Dose A converts a fraction $a$ of the OH sites and dose B a fraction $b$ of the methyl sites. If both fractions are independent of coverage, departures of coverage and of growth per cycle are multiplied by $L=(1-a)(1-b)$ in each cycle. The program integrates the half-reactions numerically and asserts this contraction, the periodic growth $g^*=ab/(a+b-ab)$ and the permanent thickness offset. It also asserts the product rule for changing doses, the agreement of a random simulation of individual sites with powers of $L$, and the local factor for coverage-dependent kinetics. For undersaturated alumina growth at 450 K, the output gives $L=0.210$ and 0.039 nm per cycle, against 0.113 nm for a full exchange. A tenfold longer water dose reduces $L$ to 0.0011, yet the growth reaches only 0.070 nm per cycle. Assumed crowding and slow sites lower the growth by 19% and 17%, while gas transport lowers it by 0.7%.

## Verification by program

```python
"""Memory of the starting surface in atomic layer deposition.

Result under test: if dose A converts a fraction a of the OH sites and
dose B a fraction b of the methyl sites, both independent of coverage,
departures of coverage and of growth per cycle from their periodic
values are multiplied by L = (1-a)(1-b) in every complete cycle.

u    : methyl fraction of the exchange sites just before dose A
K    : dimensionless exposure = time integral of the rate constant
g    : fraction of all sites exchanged in dose A (growth per cycle)
open : fraction of sites able to react in the dose being applied
Half-reactions are integrated numerically from d(open)/ds = -rate(open).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def first_order(x):
    return x


def second_order(x):
    return x * x


def dose(open_start, exposure, rate=first_order):
    """Open fraction left after a dose, by numerical integration."""
    sol = solve_ivp(lambda s, y: [-rate(y[0])], (0.0, exposure),
                    [open_start], method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    return float(sol.y[0, -1])


def cycle(u, KA, KB, rate_A=first_order, rate_B=first_order):
    """Return methyl fraction after one cycle and the uptake in dose A."""
    oh_left = dose(1.0 - u, KA, rate_A)
    return dose(1.0 - oh_left, KB, rate_B), (1.0 - u) - oh_left


def periodic(KA, KB, rate_A=first_order, rate_B=first_order):
    """Periodic methyl fraction and growth, found by root search."""
    u = brentq(lambda v: cycle(v, KA, KB, rate_A, rate_B)[0] - v,
               0.0, 1.0, xtol=1e-13)
    return u, cycle(u, KA, KB, rate_A, rate_B)[1]


def local_factor(KA, KB, rate_A=first_order, rate_B=first_order):
    """Slope of the cycle map at its periodic state, by differences."""
    u, _ = periodic(KA, KB, rate_A, rate_B)
    h = 1e-3
    up = cycle(u + h, KA, KB, rate_A, rate_B)[0]
    down = cycle(u - h, KA, KB, rate_A, rate_B)[0]
    return (up - down) / (2 * h)


def end_points(KA, KB, rate_A, rate_B):
    """Open fractions before and after each dose in periodic growth."""
    u, _ = periodic(KA, KB, rate_A, rate_B)
    oh_end = dose(1 - u, KA, rate_A)
    return 1 - u, oh_end, 1 - oh_end, dose(1 - oh_end, KB, rate_B)


# ---- example inputs: rough typical values for alumina growth ----
T = 450.0                      # K
p_A, p_B = 0.02, 0.03          # Torr, metal precursor and water
t_A, t_B = 0.10, 0.30          # s
prob_A, prob_B = 1e-3, 1e-4    # reaction probability, fully open surface
site_density = 6.0             # exchange sites per nm^2
oh_per_metal = 1.5             # average OH groups used per precursor
film_density = 3.0             # g/cm^3
H, C, O, Al = 1.008, 12.011, 15.999, 26.982   # atomic weights
mass_A = (Al + 3 * C + 9 * H) * const.atomic_mass
mass_B = (2 * H + O) * const.atomic_mass


def flux(p_torr, mass):
    """Molecules striking the surface per nm^2 and second."""
    return (p_torr * const.torr
            / np.sqrt(2 * np.pi * mass * const.k * T) * 1e-18)


# Flux formula against the average over Maxwell velocities.
for p, mass in ((p_A, mass_A), (p_B, mass_B)):
    sigma = np.sqrt(const.k * T / mass)
    mean = quad(lambda z: z * np.exp(-z * z / 2), 0, 12)[0]
    number_density = p * const.torr / (const.k * T)
    direct = number_density * sigma * mean / np.sqrt(2 * np.pi) * 1e-18
    assert abs(direct / flux(p, mass) - 1) < 1e-8

k_A = oh_per_metal * prob_A * flux(p_A, mass_A) / site_density
k_B = prob_B * flux(p_B, mass_B) / site_density
K_A, K_B = k_A * t_A, k_B * t_B
a, b = 1 - dose(1.0, K_A), 1 - dose(1.0, K_B)
L = (1 - a) * (1 - b)
u_star = a * (1 - b) / (a + b - a * b)
g_star = a * b / (a + b - a * b)
al_per_nm3 = (2 * film_density / (2 * Al + 3 * O)
              * const.N_A * 1e-21)
full_nm = site_density / oh_per_metal / al_per_nm3

# Contraction, periodic state and growth for weak, mixed, strong doses.
for KA, KB in ((0.2, 0.1), (1.5, 0.4), (0.3, 8.0), (K_A, K_B)):
    ca, cb = 1 - dose(1.0, KA), 1 - dose(1.0, KB)
    factor = (1 - ca) * (1 - cb)
    assert abs(factor - np.exp(-KA - KB)) < 1e-9
    u_num, g_num = periodic(KA, KB)
    assert abs(u_num - ca * (1 - cb) / (ca + cb - ca * cb)) < 1e-8
    assert abs(1 / g_num - (1 / ca + 1 / cb - 1)) < 1e-5
    for start in (0.0, 0.7, 1.0):
        end, uptake = cycle(start, KA, KB)
        assert abs((end - u_num) - factor * (start - u_num)) < 1e-8
        assert abs((uptake - g_num) + ca * (start - u_num)) < 1e-8

# Growth sequences and permanent offset from two opposite starts.
growth, offset = {}, {}
for start in (0.0, 1.0):
    u, uptakes = start, []
    for _ in range(25):
        u, uptake = cycle(u, K_A, K_B)
        uptakes.append(uptake)
    growth[start] = np.array(uptakes)
    departures = growth[start] - g_star
    assert np.allclose(departures[1:6], L * departures[:5], atol=1e-8)
    offset[start] = a * (u_star - start) / (a + b - a * b)
    assert abs(departures.sum() - offset[start]) < 1e-7

# Changing doses: the cycle factors multiply for two histories.
rng = np.random.default_rng(7)
first, second, total_exposure = 0.0, 1.0, 0.0
for KA, KB in rng.uniform(0.1, 0.7, (5, 2)):
    first, second = cycle(first, KA, KB)[0], cycle(second, KA, KB)[0]
    total_exposure += KA + KB
assert abs((second - first) - np.exp(-total_exposure)) < 1e-8

# Individual sites, opposite starts, same random reactive arrivals.
count = 500_000
film_1, film_2 = np.zeros(count, bool), np.ones(count, bool)
memory = []
for n in range(1, 4):
    hit_A = rng.poisson(K_A, count) > 0
    hit_B = rng.poisson(K_B, count) > 0
    film_1, film_2 = [(f | hit_A) & ~hit_B for f in (film_1, film_2)]
    memory.append(np.mean(film_1 != film_2))
    error = np.sqrt(L**n * (1 - L**n) / count)
    assert abs(memory[-1] - L**n) < 5 * error   # sampling noise

# A lagging pressure pulse acts only through its area.
tau, purge = 0.3, 3.0          # s, reactor residence time and purge
state = [0.0, 1.0]             # pressure / inlet pressure, open fraction
for inlet, duration in ((1.0, t_A), (0.0, purge)):
    sol = solve_ivp(lambda t, y: [(inlet - y[0]) / tau,
                                  -k_A * y[0] * y[1]],
                    (0, duration), state, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    state = sol.y[:, -1]


def leftover(k, t):
    """Exposure still to come from the gas left after the purge."""
    return k * tau * (1 - np.exp(-t / tau)) * np.exp(-purge / tau)


assert abs(state[1] - np.exp(-(K_A - leftover(k_A, t_A)))) < 1e-8

# Neglected effects that make dose A depend on coverage.
kT_eV = const.k * T / const.e
crowding_eV = 0.04             # barrier rise at full methyl coverage
layer_cm, diffusivity = 1.0, 150.0    # cm and cm^2/s, rough
speed_quarter = np.sqrt(const.k * T / (2 * np.pi * mass_A)) * 100
transport = prob_A * speed_quarter * layer_cm / diffusivity


def crowded(x):
    return x * np.exp(-crowding_eV * (1 - x) / kT_eV)


def diffusion_limited(x):
    return x / (1 + transport * x)


# Local factor equals end rate / start rate, multiplied over both doses.
for rA, rB in ((crowded, first_order), (diffusion_limited, first_order),
               (second_order, second_order)):
    x0, x1, y0, y1 = end_points(K_A, K_B, rA, rB)
    predicted = rA(x1) / rA(x0) * rB(y1) / rB(y0)
    assert abs(local_factor(K_A, K_B, rA, rB) - predicted) < 1e-5
unconverted_2 = (x1 / x0) * (y1 / y0)
factor_2 = local_factor(K_A, K_B, second_order, second_order)
assert abs(factor_2 - unconverted_2**2) < 1e-5
assert abs(factor_2 - unconverted_2) > 0.05
g_crowded = periodic(K_A, K_B, crowded)[1]
L_crowded = local_factor(K_A, K_B, crowded)
g_diffusion = periodic(K_A, K_B, diffusion_limited)[1]
L_diffusion = local_factor(K_A, K_B, diffusion_limited)

# A minority of sites reacts more slowly with water.
slow_share, slowdown = 0.2, 10.0
weights = np.array([1 - slow_share, slow_share])
exposures_B = [K_B, K_B / slowdown]
classes = [periodic(K_A, KB) for KB in exposures_B]
g_mixed = weights @ [c[1] for c in classes]
u_classes, mixed_departure = [0.0, 0.0], []
for _ in range(16):
    mixed_departure.append(
        weights @ [u - c[0] for u, c in zip(u_classes, classes)])
    u_classes = [cycle(u, K_A, KB)[0]
                 for u, KB in zip(u_classes, exposures_B)]
early_ratio = mixed_departure[1] / mixed_departure[0]
late_ratio = mixed_departure[-1] / mixed_departure[-2]
L_slow = np.exp(-K_A - K_B / slowdown)
assert abs(late_ratio / L_slow - 1) < 0.01   # fast class nearly gone
assert abs(early_ratio / L_slow - 1) > 0.05

# Reactant overlap and thermal loss of OH during one purge.
overlap = (leftover(k_A, t_A) + leftover(k_B, t_B)) / g_star
loss_barrier, attempt_rate, T_hot = 1.5, 1e13, 550.0   # eV, 1/s, K


def thermal_loss(temperature):
    rate = attempt_rate * np.exp(
        -loss_barrier * const.e / (const.k * temperature))
    return 1 - np.exp(-rate * purge)


# A tenfold longer water dose removes memory, not undersaturation.
long_factor = 10.0
g_long = periodic(K_A, long_factor * K_B)[1]
L_long = local_factor(K_A, long_factor * K_B)
assert L_long < 0.01 and g_long < 0.8

print(f"Temperature: {T:.0f} K")
print(f"Pressure, precursor / water: {p_A:.2f} / {p_B:.2f} Torr")
print(f"Dose time, precursor / water: {t_A:.2f} / {t_B:.2f} s")
print(f"Reaction probability: {prob_A:.0e} / {prob_B:.0e}")
print(f"Exchange sites: {site_density:.1f} per nm^2")
print(f"OH groups used per precursor: {oh_per_metal:.1f}")
print(f"Film density: {film_density:.1f} g/cm^3")
print(f"Al density in film: {al_per_nm3:.2f} per nm^3")
print(f"Flux, precursor: {flux(p_A, mass_A):.4e} per nm^2 s")
print(f"Flux, water: {flux(p_B, mass_B):.4e} per nm^2 s")
print(f"Rate constants k_A / k_B: {k_A:.4f} / {k_B:.4f} 1/s")
print(f"Exposures K_A / K_B: {K_A:.4f} / {K_B:.4f}")
print(f"Converted fractions a / b: {a:.4f} / {b:.4f}")
print(f"Memory factor L per cycle: {L:.4f}")
print(f"Periodic methyl fraction u*: {u_star:.4f}")
print(f"Periodic growth g*: {g_star:.4f} of full exchange")
print(f"Full-exchange growth: {full_nm:.4f} nm/cycle")
print(f"Periodic growth: {g_star * full_nm:.4f} nm/cycle")
print(f"  = {10 * g_star * full_nm:.3f} angstrom/cycle")
print("Cycle: growth from OH start / methyl start, nm")
for n in range(5):
    print(f"  {n + 1}: {growth[0.0][n] * full_nm:.5f} / "
          f"{growth[1.0][n] * full_nm:.5f}")
print(f"Permanent offset, OH start: {offset[0.0] * full_nm:+.4f} nm")
print(f"Permanent offset, methyl start: {offset[1.0] * full_nm:+.4f} nm")
print(f"Cycles to 1% of departure: {int(np.ceil(np.log(.01)/np.log(L)))}")
print("Simulated memory, cycles 1-3: "
      + ", ".join(f"{v:.4f}" for v in memory))
print("Predicted memory, cycles 1-3: "
      + ", ".join(f"{L**n:.4f}" for n in range(1, 4)))
print(f"Water dose x{long_factor:.0f}: L = {L_long:.5f}, "
      f"growth = {g_long * full_nm:.4f} nm")
print(f"Second order: unconverted product = {unconverted_2:.4f}")
print(f"Second order: true local factor = {factor_2:.4f}")
print(f"Crowding energy: {crowding_eV:.2f} eV; kT = {kT_eV:.4f} eV")
print(f"Crowding: growth {100*(g_crowded/g_star-1):+.1f} %, "
      f"factor {L_crowded:.4f}")
print(f"Slow sites: share {slow_share:.1f}, water rate / {slowdown:.0f}")
print(f"Slow sites: growth {100*(g_mixed/g_star-1):+.1f} %")
print(f"Slow sites: first / late ratio {early_ratio:.4f} / "
      f"{late_ratio:.4f}")
print(f"Gas layer: {layer_cm:.1f} cm; D = {diffusivity:.0f} cm^2/s")
print(f"Gas transport parameter: {transport:.4f}")
print(f"Gas transport: growth {100*(g_diffusion/g_star-1):+.2f} %, "
      f"factor {L_diffusion:.4f}")
print(f"Residence time / purge: {tau:.1f} / {purge:.1f} s")
print(f"Leftover reactant / periodic growth: {100*overlap:.4f} %")
print(f"OH loss barrier: {loss_barrier:.1f} eV; "
      f"attempt rate {attempt_rate:.0e} 1/s")
print(f"OH loss per purge at {T:.0f} K: {100*thermal_loss(T):.3f} %")
print(f"OH loss per purge at {T_hot:.0f} K: "
      f"{100*thermal_loss(T_hot):.1f} %")
print("success")
```

Output:

```
Temperature: 450 K
Pressure, precursor / water: 0.02 / 0.03 Torr
Dose time, precursor / water: 0.10 / 0.30 s
Reaction probability: 1e-03 / 1e-04
Exchange sites: 6.0 per nm^2
OH groups used per precursor: 1.5
Film density: 3.0 g/cm^3
Al density in film: 35.44 per nm^3
Flux, precursor: 3.9007e+04 per nm^2 s
Flux, water: 1.1704e+05 per nm^2 s
Rate constants k_A / k_B: 9.7517 / 1.9507 1/s
Exposures K_A / K_B: 0.9752 / 0.5852
Converted fractions a / b: 0.6229 / 0.4430
Memory factor L per cycle: 0.2101
Periodic methyl fraction u*: 0.4392
Periodic growth g*: 0.3493 of full exchange
Full-exchange growth: 0.1129 nm/cycle
Periodic growth: 0.0394 nm/cycle
  = 0.394 angstrom/cycle
Cycle: growth from OH start / methyl start, nm
  1: 0.07031 / 0.00000
  2: 0.04591 / 0.03115
  3: 0.04079 / 0.03769
  4: 0.03971 / 0.03906
  5: 0.03949 / 0.03935
Permanent offset, OH start: +0.0391 nm
Permanent offset, methyl start: -0.0499 nm
Cycles to 1% of departure: 3
Simulated memory, cycles 1-3: 0.2096, 0.0438, 0.0092
Predicted memory, cycles 1-3: 0.2101, 0.0441, 0.0093
Water dose x10: L = 0.00108, growth = 0.0702 nm
Second order: unconverted product = 0.4778
Second order: true local factor = 0.2283
Crowding energy: 0.04 eV; kT = 0.0388 eV
Crowding: growth -19.2 %, factor 0.2343
Slow sites: share 0.2, water rate / 10
Slow sites: growth -16.9 %
Slow sites: first / late ratio 0.2598 / 0.3555
Gas layer: 1.0 cm; D = 150 cm^2/s
Gas transport parameter: 0.0606
Gas transport: growth -0.73 %, factor 0.2190
Residence time / purge: 0.3 / 3.0 s
Leftover reactant / periodic growth: 0.0156 %
OH loss barrier: 1.5 eV; attempt rate 1e+13 1/s
OH loss per purge at 450 K: 0.048 %
OH loss per purge at 550 K: 41.7 %
success
```
